\section*{Thermal multiphonon lineshape of equal-frequency displaced oscillators in Bessel form, part 2}

A defect in the gate oxide of a transistor captures a carrier from one reservoir state, and the lattice takes up the energy released. In state $i$ the carrier is in the reservoir; in state $f$ it is on the defect. All lattice modes have angular frequency $\omega$ in both states, and only their minima shift. A rotation leaves one mode, with mass-weighted coordinate $Q$ and potentials $\frac12\omega^2Q^2$ in $i$ and $\frac12\omega^2(Q-D)^2-\varepsilon$ in $f$. Here $D$ is the shift and $\varepsilon$ the energy difference between the minima, positive when capture releases energy. The reorganization energy is $\lambda=\frac12\omega^2D^2=S\hbar\omega$, where $S$ is the Huang--Rhys factor.

The lattice starts in equilibrium at temperature $T$. With $x=\hbar\omega/k_BT$ and $n=1/(e^x-1)$, the initial level $m$ has probability $P_m=(1-e^{-x})e^{-xm}$. The oscillator states of the two wells are $|m;i\rangle$ and $|m';f\rangle$, and $p=m'-m$ is the net number of quanta given to the lattice. Its weight is
\begin{equation}
W_p=\sum_{m\ge\max(0,-p)}P_m|\langle m+p;f|m;i\rangle|^2 .\label{FC}
\end{equation}
The generating function $\Phi(\theta)=\sum_pW_pe^{ip\theta}$ is
\begin{align}
\Phi(\theta)&=\exp\left[-S(2n+1)(1-\cos\theta)+iS\sin\theta\right]\label{trig}\\
&=\exp\left\{S\left[(n+1)e^{i\theta}+ne^{-i\theta}-(2n+1)\right]\right\}.
\label{Phi}
\end{align}
With the modified Bessel function
\begin{equation}
I_p(z)=\sum_{j=0}^{\infty}\frac{(z/2)^{2j+|p|}}{j!\,(j+|p|)!},\qquad I_{-p}(z)=I_p(z),
\label{bessel}
\end{equation}
the weights are
\begin{equation}
W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}
I_p\left(2S\sqrt{n(n+1)}\right).
\label{main}
\end{equation}
The reflection $Q\to D-Q$ exchanges the wells and gives $W_{-p}=e^{-px}W_p$.

For a weak electronic matrix element $V$, independent of the lattice coordinates, the golden rule gives a comb of lines at $\varepsilon=p\hbar\omega$. Averaging over one phonon spacing centred on a line, an added assumption, gives the rate
\begin{equation}
\Gamma_p=\frac{2\pi}{\hbar}|V|^2\frac{W_p}{\hbar\omega}.
\label{rate}
\end{equation}
The example has $\hbar\omega=50$ meV, $S=20$, $\varepsilon=0.20$ eV and $|V|=0.01$ meV.

\section{Limits, activation and response to bias}

The results taken over from the first half are as follows. The Huang--Rhys factor is $S$, the reorganization energy is $\lambda=S\hbar\omega$, and the energy released between the minima is $\varepsilon=p\hbar\omega$. With $x=\hbar\omega/k_BT$ and $n=1/(e^x-1)$, the thermal weight for giving $p$ net quanta to the lattice is
\begin{equation}
W_p=e^{-S\coth(x/2)}e^{px/2}I_p(z),\qquad z=\frac{S}{\sinh(x/2)} .
\label{hyper}
\end{equation}
This is (\ref{main}) rewritten with $2n+1=\coth(x/2)$ and $2\sqrt{n(n+1)}=1/\sinh(x/2)$. The generating function is (\ref{Phi}), the reflection relation is $W_{-p}=e^{-px}W_p$, and the coarse-grained rate is (\ref{rate}).

The numerical example uses round model parameters: $\hbar\omega=50$ meV, $S=20$, $\varepsilon=0.20$ eV and $|V|=0.01$ meV. Hence $\lambda=20\times0.050=1.0$ eV and $p=0.20/0.050=4$. Electronvolts are the natural unit, since a gate voltage shifts electronic levels directly. At 300 K, $k_BT=25.85$ meV, so $x=50/25.85=1.934$, $n=0.169$ and $z=40\sqrt{0.169\times1.169}=17.8$. Formula (\ref{main}) was tested against the sum (\ref{FC}), with overlaps obtained by diagonalizing the displaced oscillator. For $0\le p\le40$ at 100, 200, 300 and 400 K the largest difference, relative to the sum, is $2\times10^{-13}$. The numerical output below lists the values used here.

The generating function factorizes as
\begin{equation}
\Phi(\theta)=e^{S(n+1)(e^{i\theta}-1)}\,e^{Sn(e^{-i\theta}-1)} .
\end{equation}
The first factor belongs to a Poisson number with mean $S(n+1)$, and the second to minus an independent Poisson number with mean $Sn$. Thus $p$ is distributed as the difference of two counts, which may be labelled emission and absorption. At 300 K their means are 23.4 and 3.4. The observable quantity is the difference; the separate counts are a way to read the formula.

Expanding $\ln\Phi$ in powers of $i\theta$ gives the cumulants
\begin{equation}
\kappa_r=S\left[(n+1)+(-1)^rn\right].
\end{equation}
The mean is $S$, the variance is $S(2n+1)$ and the third central moment is $S$. Heating broadens the distribution without moving its mean. In the example the variance is $20\times1.338=26.8$ and the standard deviation is 5.2, so the line $p=4$ lies about three standard deviations below the mean. Capture takes place in the tail of the distribution, where its detailed shape matters.

As $T\to0$, $n$ and $z$ vanish. For $p\ge0$ the leading term of (\ref{bessel}) cancels the divergent factor $n^{-p/2}$ in (\ref{main}) and leaves the Poisson law
\begin{equation}
W_p\to e^{-S}\frac{S^p}{p!}\qquad(p\ge0),
\end{equation}
while $W_p\to0$ for $p<0$, because a cold lattice has no quanta to give. For $S=20$ and $p=4$ the limit is $1.37\times10^{-5}$. Capture from a given occupied reservoir state with $\varepsilon\ge0$ therefore does not freeze out. The first thermal correction follows from expanding each factor of (\ref{main}) to first order in $n$. The exponential contributes $-2Sn$, the factor $(n+1)^p$ contributes $pn$, and the second Bessel term contributes $S^2n/(p+1)$:
\begin{equation}
\frac{W_p(T)}{W_p(0)}=1+n\,\frac{(S-p-1)^2-(p+1)}{p+1}+O(n^2).
\label{cold}
\end{equation}
Slight heating strengthens lines far from the centre and weakens those with $|S-p-1|<\sqrt{p+1}$. For $p=4$ the coefficient is $(225-5)/5=44$. At 100 K, where $n=0.00303$, this predicts a ratio of 1.13; the full formula gives $1.564/1.374=1.14$.

Temperature dependence is often expressed through an activation energy. At fixed $p$ define
\begin{equation}
E_A=-\frac{\partial\ln W_p}{\partial(1/k_BT)}=-\hbar\omega\frac{\partial\ln W_p}{\partial x}.
\end{equation}
This is also the activation energy of (\ref{rate}) when $V$ does not depend on temperature. The derivative of $-S\coth(x/2)$ is $S/[2\sinh^2(x/2)]$, and $dz/dx=-(z/2)\coth(x/2)$. Differentiating (\ref{hyper}) gives
\begin{equation}
E_A=\hbar\omega\left[\frac z2\coth\frac x2\,\frac{I_p'(z)}{I_p(z)}-\frac p2-\frac S{2\sinh^2(x/2)}\right].
\label{EA}
\end{equation}
The meaning is clearer from the original sum (\ref{FC}), in which temperature enters through $P_m$ alone. Since $\partial\ln P_m/\partial x=n-m$,
\begin{equation}
E_A=\hbar\omega\left(\langle m\rangle_p-n\right),
\label{tolman}
\end{equation}
where $\langle m\rangle_p$ is the mean initial quantum number, weighted by the transitions that contribute to line $p$. The activation energy is the mean initial energy of these transitions minus the mean thermal energy. At 300 K the direct sum gives $\langle m\rangle_p=2.136$, so $E_A=50\times(2.136-0.169)=98$ meV, in agreement with (\ref{EA}).

At low temperature the sum is dominated by the lowest allowed level, $m=\max(0,-p)$. Hence $E_A\to0$ for $p\ge0$ and $E_A\to|p|\hbar\omega$ for $p<0$. When the classical barrier derived below lies well above this low-temperature limit, as for $p=4$ in the example, the process has no single activation energy over a wide temperature range, even though its parameters are fixed. For $|p|$ near $S$ the barrier and the limit nearly coincide, and $E_A$ changes only by an amount of order $k_BT/2$.

The opposite limit is $\hbar\omega\to0$ with $\lambda$, $\varepsilon$ and $T$ fixed. Write $\beta=1/k_BT$, invert the Fourier series, and put $\theta=\hbar\omega\tau$:
\begin{equation}
\frac{W_p}{\hbar\omega}=\int_{-\pi/\hbar\omega}^{\pi/\hbar\omega}\frac{d\tau}{2\pi}\,
e^{-i\varepsilon\tau}\,\Phi(\hbar\omega\tau).
\end{equation}
In (\ref{trig}) we may use $2n+1\to2/(\beta\hbar\omega)$, $1-\cos\theta\to\theta^2/2$ and $\sin\theta\to\theta$. With $S=\lambda/\hbar\omega$, $\ln\Phi$ tends to $i\lambda\tau-\lambda\tau^2/\beta$. The limit may be taken inside the integral: $\coth y\ge1/y$ and $1-\cos\theta\ge2\theta^2/\pi^2$ for $|\theta|\le\pi$ bound the integrand by the fixed Gaussian $\exp(-4\lambda k_BT\tau^2/\pi^2)$. The remaining Gaussian integral gives
\begin{equation}
\frac{W_p}{\hbar\omega}\to\frac{1}{\sqrt{4\pi\lambda k_BT}}
\exp\left[-\frac{(\lambda-\varepsilon)^2}{4\lambda k_BT}\right].
\label{marcus}
\end{equation}

The exponent contains the classical barrier. The two potentials cross where $\omega^2Q^2/2=\omega^2(Q-D)^2/2-\varepsilon$, that is, at $Q_c=(\lambda-\varepsilon)/(\omega^2D)$. The energy there is $\omega^2Q_c^2/2$. With $\omega^2D^2=2\lambda$ this becomes
\begin{equation}
E_b=\frac{(\lambda-\varepsilon)^2}{4\lambda}.
\end{equation}
In the example $E_b=0.80^2/4=0.16$ eV. The prefactor $T^{-1/2}$ lowers the activation energy of (\ref{marcus}) to $E_b-k_BT/2$.

The first quantum correction can be found explicitly. Set $\tau=i\beta u$ in the exponent. The identity $\coth(x/2)(\cosh xu-1)-\sinh xu=-2\sinh(xu/2)\sinh[x(1-u)/2]/\sinh(x/2)$ and an expansion in $x$ turn the exponent into
\begin{equation}
\beta\varepsilon u-\beta\lambda u(1-u)+\beta\lambda x^2g(u)+O(x^4),\qquad
g(u)=\frac{u^2(1-u)^2}{12}.
\end{equation}
The first two terms are the classical Gaussian, centred at $u_0=(\lambda-\varepsilon)/2\lambda$. The integration runs along the imaginary direction of $u$, so the deviation $v=u-u_0$ has the Gaussian averages $\langle v^2\rangle=-1/(2\beta\lambda)$ and $\langle v^4\rangle=3/(2\beta\lambda)^2$. Averaging the quartic polynomial $g$ requires $g''=(1-6u+6u^2)/6$ and $g''''=2$, and yields
\begin{equation}
\ln\frac{W_p}{W_p^{\rm cl}}=x^2\left[\frac{\beta\lambda u_0^2(1-u_0)^2}{12}
-\frac{1-6u_0+6u_0^2}{24}+\frac1{16\beta\lambda}\right]+O(x^4),
\label{quantum}
\end{equation}
where $W_p^{\rm cl}$ is $\hbar\omega$ times the right side of (\ref{marcus}). At 300 K, $u_0=0.4$ and $\beta\lambda=38.7$, so the bracket is $0.186+0.018+0.002=0.206$. For phonons of 10, 5 and 2.5 meV at the same $\lambda$ and $\varepsilon$ this gives 0.0308, 0.0077 and 0.0019; the computed logarithms are 0.0306, 0.0077 and 0.0019. The fourfold fall at each halving of the frequency is tested.

For the 50 meV phonon the weights, rates and activation energies at $p=4$ are as follows.
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $W_4$ & $W_4/W_4^{\rm cl}$ & $\Gamma_4$ (s$^{-1}$) & $E_A$ (eV)\\
100 & $1.56\times10^{-5}$ & $1.2\times10^4$ & $3.0\times10^2$ & 0.006\\
200 & $7.55\times10^{-5}$ & 7.6 & $1.4\times10^3$ & 0.063\\
300 & $3.62\times10^{-4}$ & 2.0 & $6.9\times10^3$ & 0.098\\
400 & $1.01\times10^{-3}$ & 1.4 & $1.9\times10^4$ & 0.113
\end{tabular}
\end{center}
The classical formula is low by a factor of two at room temperature and fails badly at 100 K. Its activation energy at 300 K is $0.160-0.013=0.147$ eV, against 0.098 eV from the quantum formula. The mean initial energy of the transitions at 300 K, including the zero-point part, is $50\times(2.136+0.5)=132$ meV. This is below the 160 meV crossing, so part of the capture must start from levels below the classical barrier. It proceeds through the overlap of the wave-function tails, which is nuclear tunnelling.

The reverse process, emission from the defect into the same reservoir state, starts from a lattice equilibrated in the final well and releases $-\varepsilon$. By the reflection symmetry its weight is $W_{-p}$, and
\begin{equation}
\frac{\Gamma_{\rm emission}}{\Gamma_{\rm capture}}=e^{-px}=e^{-\varepsilon/k_BT}.
\label{ratio}
\end{equation}
At 300 K the two weights are $1.58\times10^{-7}$ and $3.62\times10^{-4}$, with ratio $4.4\times10^{-4}=e^{-7.74}$. Differentiating (\ref{ratio}) shows that the activation energy of emission exceeds that of capture by $\varepsilon$; here it is $0.098+0.200=0.298$ eV.

A gate bias changes the electrostatic potential at the defect relative to the reservoir, and so changes $\varepsilon$. Let the bias raise $\varepsilon$ from 0.20 to 0.30 eV, so that $p$ goes from 4 to 6, with $S$ and $V$ unchanged. At 300 K the capture weight rises from $3.62\times10^{-4}$ to $1.41\times10^{-3}$, a factor of 3.9, and the emission weight falls to 0.082 of its former value. Their ratio changes by $0.082/3.9=0.021=e^{-0.10/0.02585}$, as (\ref{ratio}) demands. The activation energy of capture drops from 0.098 to 0.067 eV. Within this two-state model the bias thus speeds up charging of the defect and slows its discharge. Charge trapped in this way can shift the threshold voltage of a transistor, but how much it contributes to the bias instability of a real device depends on the distribution of defects and on the carrier band, which the model leaves out. The gain has a limit: in the classical expression (\ref{marcus}) capture is fastest at $\varepsilon=\lambda$ and slows beyond it.

These rates refer to one reservoir state. A measured capture rate also contains an integral over the carrier band, its occupation and any level degeneracy. The lattice must return to equilibrium between transitions, and $V$ must be small enough for the golden rule. If the defect changes its vibrational frequencies on charging, or if its motion at the crossing is anharmonic, the displaced-oscillator Hamiltonian itself fails, and (\ref{main}) no longer applies.

\section*{Calculated quantities}
\begin{verbatim}
phonon energy = 50.0 meV; S = 20.0
reorganization energy = 1.000 eV
released energy = 0.200 eV (p = 4)
electronic matrix element = 0.010 meV
classical barrier = 0.1600 eV
at 300 K: kT = 25.852 meV; x = 1.9341
at 300 K: Bessel argument z = 17.7782
at 300 K: Poisson means, emission 23.3797, absorption 3.3797
at 300 K: direct-sum norm 1.00000000, mean 20.00000
at 300 K: variance 26.7594, third moment 20.0000
largest relative error, formula vs sum = 2.0e-13
zero-temperature weight, p = 4: 1.3741e-05
T = 100 K: n = 0.00303; W_4 = 1.5638e-05
  classical weight = 1.3123e-09; W/classical = 1.192e+04
  coarse-grained rate = 2.9856e+02 1/s
  E_A = 0.0063 eV; classical E_A = 0.1557 eV
T = 200 K: n = 0.05816; W_4 = 7.5463e-05
  classical weight = 9.9848e-06; W/classical = 7.558
  coarse-grained rate = 1.4407e+03 1/s
  E_A = 0.0634 eV; classical E_A = 0.1514 eV
T = 300 K: n = 0.16898; W_4 = 3.6161e-04
  classical weight = 1.7998e-04; W/classical = 2.009
  coarse-grained rate = 6.9037e+03 1/s
  E_A = 0.0984 eV; classical E_A = 0.1471 eV
T = 400 K: n = 0.30623; W_4 = 1.0069e-03
  classical weight = 7.3238e-04; W/classical = 1.375
  coarse-grained rate = 1.9223e+04 1/s
  E_A = 0.1126 eV; classical E_A = 0.1428 eV
rate ratio 400 K / 300 K = 2.7844
300 K: mean initial quanta in transitions = 2.1362
bias-shifted released energy = 0.300 eV (p = 6)
300 K, p = 4: capture W = 3.6161e-04, emission W = 1.5790e-07
300 K, p = 6: capture W = 1.4139e-03, emission W = 1.2902e-08
300 K: capture gain from bias = 3.9101
300 K: emission factor from bias = 0.0817
300 K: E_A after bias shift = 0.0674 eV
classical limit, phonon 10.0 meV: ln(W/classical) = 0.030643
classical limit, phonon 5.0 meV: ln(W/classical) = 0.007684
classical limit, phonon 2.5 meV: ln(W/classical) = 0.001922
\end{verbatim}
